# Helicity Structure and Double Longitudinal Asymmetry of Massless Bhabha Scattering: a program that tests the result

```python
"""Massless Bhabha scattering e-(p1) e+(p2) -> e-(p3) e+(p4), tree-level QED.

Result under test, with s, t, u the Mandelstam variables and c = cos(theta):
  (1/4) sum |M|^2 = 2 e^4 F,   F = s^2/t^2 + t^2/s^2 + u^4/(s^2 t^2),
  one helicity class per term, and the double longitudinal asymmetry
  A_LL = (equal - opposite)/(equal + opposite) = (1-c^2)(7+c^2)/(3+c^2)^2.
Helicities are physical ones, +1 or -1, along each particle's own momentum.
Amplitudes are in units of e^2; energies are in GeV.
"""
import itertools
import numpy as np
from scipy import constants as const

I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
gamma = [np.block([[Z2, I2], [I2, Z2]])]
gamma += [np.block([[Z2, a], [-a, Z2]]) for a in pauli]
gamma5 = np.diag([-1, -1, 1, 1]).astype(complex)
metric = np.array([1.0, -1.0, -1.0, -1.0])
HEL = (1, -1)


def slash(p):
    return sum(metric[k] * p[k] * gamma[k] for k in range(4))


def momentum(E, p, angle):
    return np.array([E, p * np.sin(angle), 0.0, p * np.cos(angle)])


def u_spinor(E, p, angle, h):
    co, si = np.cos(angle / 2), np.sin(angle / 2)
    xi = np.array([co, si]) if h > 0 else np.array([-si, co])
    return np.concatenate([np.sqrt(E - h * p) * xi,
                           np.sqrt(E + h * p) * xi]).astype(complex)


def v_spinor(E, p, angle, h):
    """Positron of physical helicity h: charge conjugate of u."""
    return -1j * gamma[2] @ u_spinor(E, p, angle, h).conj()


def current(a, b):
    return np.array([a.conj() @ gamma[0] @ g @ b for g in gamma])


def fermi_sign():
    """Relative sign of annihilation and exchange graphs from Fock space."""
    lower = np.array([[0, 1], [0, 0]], dtype=float)
    ops = []
    for k in range(4):   # modes: incoming e-, incoming e+, outgoing e-, e+
        mat = np.eye(1)
        for j in range(4):
            factor = (np.diag([1.0, -1.0]) if j < k
                      else lower if j == k else np.eye(2))
            mat = np.kron(mat, factor)
        ops.append(mat)
    a1, b2, a3, b4 = ops
    vacuum = np.zeros(16)
    vacuum[0] = 1.0
    start = a1.T @ b2.T @ vacuum
    end = a3.T @ b4.T @ vacuum
    exchange = end @ (a3.T @ a1 @ b2 @ b4.T) @ start
    annihilation = end @ (b2 @ a1 @ a3.T @ b4.T) @ start
    return annihilation / exchange


SIGN = fermi_sign()
assert SIGN == -1


def graphs(theta, root_s, m=0.0):
    """Exchange and annihilation amplitudes for all 16 helicity choices."""
    E = root_s / 2
    p = np.sqrt(E**2 - m**2)
    s, t = root_s**2, -4 * p**2 * np.sin(theta / 2)**2
    u1 = {h: u_spinor(E, p, 0.0, h) for h in HEL}
    v2 = {h: v_spinor(E, p, np.pi, h) for h in HEL}
    u3 = {h: u_spinor(E, p, theta, h) for h in HEL}
    v4 = {h: v_spinor(E, p, theta + np.pi, h) for h in HEL}
    pairs = list(itertools.product(HEL, HEL))
    c31 = {(a, b): current(u3[a], u1[b]) for a, b in pairs}
    c24 = {(a, b): current(v2[a], v4[b]) for a, b in pairs}
    c21 = {(a, b): current(v2[a], u1[b]) for a, b in pairs}
    c34 = {(a, b): current(u3[a], v4[b]) for a, b in pairs}
    out = {}
    for h in itertools.product(HEL, repeat=4):
        h1, h2, h3, h4 = h
        ex = np.sum(metric * c31[h3, h1] * c24[h2, h4]) / t
        an = SIGN * np.sum(metric * c21[h2, h1] * c34[h3, h4]) / s
        out[h] = (ex, an)
    return out


def rates(theta, root_s, m=0.0):
    """|M|^2 summed over final helicities for each initial pair."""
    r = {pair: 0.0 for pair in itertools.product(HEL, HEL)}
    for h, (ex, an) in graphs(theta, root_s, m).items():
        r[h[0], h[1]] += abs(ex + an)**2
    return r


def asymmetry(theta, root_s, m=0.0):
    r = rates(theta, root_s, m)
    same, opposite = r[1, 1] + r[-1, -1], r[1, -1] + r[-1, 1]
    return (same - opposite) / (same + opposite)


def asymmetry_formula(theta):
    c2 = np.cos(theta)**2
    return (1 - c2) * (7 + c2) / (3 + c2)**2


def trace_rate(theta, root_s, pol_e, pol_p):
    """Polarized rate from traces of density matrices, without spinors."""
    E = root_s / 2
    k1, k2, k3, k4 = [slash(momentum(E, E, a))
                      for a in (0.0, np.pi, theta, theta + np.pi)]
    s, t = root_s**2, -root_s**2 * np.sin(theta / 2)**2
    rho1 = (np.eye(4) + pol_e * gamma5) @ k1 / 2
    rho2 = (np.eye(4) - pol_p * gamma5) @ k2 / 2
    total = 0.0
    for i, j in itertools.product(range(4), repeat=2):
        gi, gj = gamma[i], gamma[j]
        tt = np.trace(k3 @ gi @ rho1 @ gj) * np.trace(rho2 @ gi @ k4 @ gj)
        ss = np.trace(rho2 @ gi @ rho1 @ gj) * np.trace(k3 @ gi @ k4 @ gj)
        ts = np.trace(k3 @ gi @ rho1 @ gj @ rho2 @ gi @ k4 @ gj)
        total += metric[i] * metric[j] * (
            tt / t**2 + ss / s**2 + 2 * SIGN * ts / (s * t)).real
    return total


# Spinors obey the Dirac equation, also with a mass.
m_test, E_test = 0.3, 1.5
p_test = np.sqrt(E_test**2 - m_test**2)
for h in HEL:
    k = slash(momentum(E_test, p_test, 0.7))
    assert np.allclose(k @ u_spinor(E_test, p_test, 0.7, h),
                       m_test * u_spinor(E_test, p_test, 0.7, h))
    assert np.allclose(k @ v_spinor(E_test, p_test, 0.7, h),
                       -m_test * v_spinor(E_test, p_test, 0.7, h))

# Two-component completeness identities behind the helicity amplitudes.
sig = np.array([I2] + pauli)
sigbar = np.array([I2] + [-a for a in pauli])
eps = np.array([[0, 1], [-1, 0]])
assert np.allclose(np.einsum('m,mab,mcd->abcd', metric, sigbar, sigbar),
                   2 * np.einsum('ac,bd->abcd', eps, eps))
assert np.allclose(np.einsum('m,mab,mcd->abcd', metric, sigbar, sig),
                   2 * np.einsum('ad,bc->abcd', np.eye(2), np.eye(2)))

# Helicity classes, graph content, interference, sum and beam polarization.
root_s = 3.0
s = root_s**2
pol_e, pol_p = 0.80, 0.60
for theta in np.radians([17.0, 64.0, 90.0, 131.0, 168.0]):
    t, u = -s * np.sin(theta / 2)**2, -s * np.cos(theta / 2)**2
    nonzero = 0
    for (h1, h2, h3, h4), (ex, an) in graphs(theta, root_s).items():
        square = abs(ex + an)**2
        if h1 == h2 == h3 == h4:
            expected = 4 * s**2 / t**2
            assert abs(an) < 1e-12
        elif h1 == -h2 and h3 == -h1 and h4 == -h2:
            expected = 4 * t**2 / s**2
            assert abs(ex) < 1e-12 * s / abs(t)
        elif h1 == -h2 and h3 == h1 and h4 == h2:
            expected = 4 * u**4 / (s * t)**2
            assert np.isclose(abs(ex + an), abs(abs(ex) - abs(an)))
        else:
            expected = 0.0
        assert np.isclose(square, expected, rtol=1e-9, atol=1e-12)
        nonzero += square > 1e-12
    assert nonzero == 6
    F = s**2 / t**2 + t**2 / s**2 + u**4 / (s * t)**2
    A = asymmetry_formula(theta)
    assert np.isclose(asymmetry(theta, root_s), A, rtol=1e-9)
    assert np.isclose(A, 16 / (3 + np.cos(theta)**2)**2 - 1)
    assert np.isclose(trace_rate(theta, root_s, 0, 0), 2 * F)
    assert np.isclose(trace_rate(theta, root_s, pol_e, 0), 2 * F)
    assert np.isclose(trace_rate(theta, root_s, 0, pol_p), 2 * F)
    assert np.isclose(trace_rate(theta, root_s, pol_e, pol_p),
                      2 * F * (1 + pol_e * pol_p * A))

# Single maximum at 90 degrees, from the amplitudes.
scan_deg = np.linspace(2, 178, 89)
scan = np.array([asymmetry(a, root_s) for a in np.radians(scan_deg)])
peak = int(np.argmax(scan))
assert np.isclose(scan_deg[peak], 90.0)
assert np.all(np.diff(scan[:peak + 1]) > 0)
assert np.all(np.diff(scan[peak:]) < 0)


def mass_shift(m):
    return max(abs(asymmetry(a, root_s, m) - asymmetry_formula(a))
               for a in np.radians(scan_deg))


# The mass correction is of order m^2/s over the whole scan.
shift_large, shift_small = mass_shift(0.01 * root_s), mass_shift(0.005 * root_s)
assert abs(shift_large / shift_small - 4) < 0.1

# Two-body phase space with a narrow Gaussian for the energy delta function.
width = 0.002 * root_s
p_grid = np.linspace(root_s / 2 - 6 * width, root_s / 2 + 6 * width, 4001)
delta = np.exp(-(root_s - 2 * p_grid)**2 / (2 * width**2))
delta /= np.sqrt(2 * np.pi) * width
integrand = p_grid**2 / (2 * p_grid)**2 * delta / (2 * np.pi)**2
phase_space = np.sum(integrand) * (p_grid[1] - p_grid[0])
rate_factor = phase_space / (2 * s)
assert np.isclose(rate_factor, 1 / (64 * np.pi**2 * s), rtol=1e-6)

alpha = const.fine_structure
e4 = (4 * np.pi * alpha)**2
hbarc = const.hbar * const.c / (const.e * 1e9)      # GeV m
to_nb = hbarc**2 / 1e-37                            # GeV^-2 to nb


def cross_section(theta):
    mean_square = e4 * sum(rates(theta, root_s).values()) / 4
    return mean_square / (64 * np.pi**2 * s) * to_nb


print(f"sqrt(s) = {root_s:.1f} GeV, s = {s:.1f} GeV^2")
print(f"1/alpha = {1 / alpha:.3f}")
print(f"(hbar c)^2 = {to_nb:.1f} GeV^2 nb")
print(f"Fermi sign, annihilation/exchange = {SIGN:.0f}")
print(f"nonzero helicity amplitudes = {nonzero} of 16")
print("Terms of F (dimensionless), from the amplitudes:")
print("theta/deg   s2/t2      t2/s2      u4/(s2t2)  F")
table = []
for deg in (30, 60, 90, 120, 150):
    theta = np.radians(deg)
    g = graphs(theta, root_s)
    parts = [abs(sum(g[h]))**2 / 4 for h in
             ((1, 1, 1, 1), (1, -1, -1, 1), (1, -1, 1, -1))]
    sigma = cross_section(theta)
    c = np.cos(theta)
    closed = alpha**2 / (4 * s) * ((3 + c**2) / (1 - c))**2 * to_nb
    assert np.isclose(sigma, closed, rtol=1e-9)
    table.append((deg, sigma, asymmetry(theta, root_s)))
    print(f"{deg:5d}  " + "  ".join(f"{x:10.5f}" for x in parts + [sum(parts)]))
print("theta/deg  dsigma0/dOmega (nb/sr)  A_LL")
for deg, sigma, A in table:
    print(f"{deg:5d}  {sigma:12.4f}  {A:10.5f}")

right = np.pi / 2
ex, an = graphs(right, root_s)[1, -1, 1, -1]
phase = ex / abs(ex)
print("At 90 deg, helicities retained, M/(2e^2), common phase removed:")
print(f"  exchange graph = {(ex / phase).real / 2:.4f}")
print(f"  annihilation graph = {(an / phase).real / 2:.4f}")
print(f"  sum = {((ex + an) / phase).real / 2:.4f}")
r90 = rates(right, root_s)
unit = e4 / (64 * np.pi**2 * s) * to_nb
print(f"90 deg, equal helicities: {r90[1, 1] * unit:.4f} nb/sr")
print(f"90 deg, opposite helicities: {r90[1, -1] * unit:.4f} nb/sr")
print(f"ratio equal/opposite at 90 deg = {r90[1, 1] / r90[1, -1]:.4f}")
print(f"maximum A_LL = {scan[peak]:.6f} at {scan_deg[peak]:.0f} deg")
print(f"7/9 = {7 / 9:.6f}")
print(f"P- = {pol_e:.2f}, P+ = {pol_p:.2f}, product = {pol_e * pol_p:.2f}")
plus = trace_rate(right, root_s, pol_e, pol_p)
minus = trace_rate(right, root_s, pol_e, -pol_p)
seen = (plus - minus) / (plus + minus)
assert np.isclose(seen, pol_e * pol_p * scan[peak])
print(f"asymmetry seen with these beams at 90 deg = {seen:.4f}")
sigma90 = cross_section(right)
print(f"90 deg, P+ = +0.60: {sigma90 * (1 + seen):.4f} nb/sr")
print(f"90 deg, P+ = -0.60: {sigma90 * (1 - seen):.4f} nb/sr")
m_e = const.m_e * const.c**2 / (const.e * 1e9)
print(f"electron m^2/s = {m_e**2 / s:.2e}")
print(f"mass test, m/sqrt(s) = 0.010: max shift of A_LL = {shift_large:.3e}")
print(f"mass test, m/sqrt(s) = 0.005: max shift of A_LL = {shift_small:.3e}")
print(f"ratio of shifts = {shift_large / shift_small:.3f}")
print(f"electron mass: max shift of A_LL = {mass_shift(m_e):.1e}")
print(f"scan range = {scan_deg[0]:.0f} to {scan_deg[-1]:.0f} deg")
print(f"s/M_Z^2 with rough M_Z = 91 GeV: {s / 91.0**2:.1e}")
print("tests ok")
```

Printed output:

```
sqrt(s) = 3.0 GeV, s = 9.0 GeV^2
1/alpha = 137.036
(hbar c)^2 = 389379.4 GeV^2 nb
Fermi sign, annihilation/exchange = -1
nonzero helicity amplitudes = 6 of 16
Terms of F (dimensionless), from the amplitudes:
theta/deg   s2/t2      t2/s2      u4/(s2t2)  F
   30   222.85125     0.00449   168.87498   391.73072
   60    16.00000     0.06250     5.06250    21.12500
   90     4.00000     0.25000     0.25000     4.50000
  120     1.77778     0.56250     0.00694     2.34722
  150     1.14875     0.87051     0.00002     2.01928
theta/deg  dsigma0/dOmega (nb/sr)  A_LL
   30      451.2516     0.13778
   60       24.3348     0.51479
   90        5.1837     0.77778
  120        2.7039     0.51479
  150        2.3261     0.13778
At 90 deg, helicities retained, M/(2e^2), common phase removed:
  exchange graph = 1.0000
  annihilation graph = -0.5000
  sum = 0.5000
90 deg, equal helicities: 9.2155 nb/sr
90 deg, opposite helicities: 1.1519 nb/sr
ratio equal/opposite at 90 deg = 8.0000
maximum A_LL = 0.777778 at 90 deg
7/9 = 0.777778
P- = 0.80, P+ = 0.60, product = 0.48
asymmetry seen with these beams at 90 deg = 0.3733
90 deg, P+ = +0.60: 7.1190 nb/sr
90 deg, P+ = -0.60: 3.2485 nb/sr
electron m^2/s = 2.90e-08
mass test, m/sqrt(s) = 0.010: max shift of A_LL = 4.000e-04
mass test, m/sqrt(s) = 0.005: max shift of A_LL = 9.999e-05
ratio of shifts = 4.001
electron mass: max shift of A_LL = 1.2e-07
scan range = 2 to 178 deg
s/M_Z^2 with rough M_Z = 91 GeV: 1.1e-03
tests ok
```
